# Collective Linewidth of Four Phase-Locked Spin-Torque Oscillators

## The problem

Four identical spin-torque oscillators run at a carrier frequency of 10 GHz. Each one alone has a linewidth of 8 MHz, caused by white phase noise, and the four noises are independent. The oscillators are now coupled reciprocally, so that they lock in phase, and a small phase difference between them relaxes at a rate $\kappa$ with $\kappa/2\pi=80$ MHz. What is the linewidth of their summed signal? How strong must the coupling be for that answer to hold, and which departures from the ideal arrangement change it?

Linewidth means the full width at half maximum of the power spectrum, in ordinary frequency. Amplitudes are held constant, so that each oscillator is described by a phase $\phi_j$, with $N=4$ and

$$\dot\phi_j=\omega_0+\sum_k K_{jk}\sin(\phi_k-\phi_j)+\xi_j(t),$$
$$\langle\xi_j(t)\xi_k(t')\rangle=2D\,\delta_{jk}\,\delta(t-t').$$

The noises are Gaussian with zero mean. Reciprocity means $K_{jk}=K_{kj}$. The couplings are positive, which favours equal phases, and they connect all the oscillators. The summed signal is $NZ$, where $Z=\frac1N\sum_j e^{i\phi_j}$.

## A first estimate by scaling

Suppose that locking makes the four phases move as one. In a short time each oscillator receives a random phase kick of typical size $a$. The common phase moves by the average of the four kicks. Independent kicks add in variance, so their sum has size $\sqrt N\,a$ and their average has size $a/\sqrt N$. The variance of the common phase therefore grows $N$ times more slowly than that of a free phase. For white noise the linewidth is proportional to this growth rate, which suggests

$$\frac{8\ \text{MHz}}{4}=2\ \text{MHz}.$$

The phases move as one if differences are removed faster than noise creates them, which requires $\kappa\gg D$. In one relaxation time $1/\kappa$ the noise produces a phase variance of order $D/\kappa$, so this ratio measures the looseness of the lock.

The estimate leaves three questions open: whether the relative motion adds to the width, what happens when a phase slips by a full turn, and how large $\kappa/D$ must be.

## Solution for strong locking

### One free oscillator

Without coupling, $\Delta\phi=\phi(t)-\phi(0)-\omega_0t$ is the integral of $\xi$. For $t>0$ its variance is

$$\langle\Delta\phi^2\rangle=\int_0^t\!\!\int_0^t 2D\,\delta(s-s')\,ds\,ds'=2Dt.$$

A Gaussian variable $x$ with zero mean obeys $\langle e^{ix}\rangle=e^{-\langle x^2\rangle/2}$, as completing the square in its Gaussian integral shows. With the carrier removed, the correlation function is thus $C(t)=e^{-D|t|}$. Its spectrum, with $f$ measured from the carrier, is

$$S(f)=2\,\mathrm{Re}\int_0^\infty e^{-Dt-2\pi i ft}\,dt=\frac{2D}{D^2+(2\pi f)^2}.$$

This falls to half its peak at $2\pi f=\pm D$, so the full width is $D/\pi$. Hence

$$D=\pi\times 8\ \text{MHz}=25.13\ \mu\text{s}^{-1},\qquad \frac{\kappa}{D}=\frac{2\pi\times80}{\pi\times8}=20.$$

### The mean phase

Let $\Phi=\frac1N\sum_j\phi_j$, with phases counted continuously through full turns. Summing the equations of motion produces the coupling term $\sum_{jk}K_{jk}\sin(\phi_k-\phi_j)$. Exchanging the names $j$ and $k$ leaves $K_{jk}$ unchanged and reverses the sine. The sum equals its own negative and vanishes. Therefore

$$\dot\Phi=\omega_0+\eta,\qquad \eta=\frac1N\sum_j\xi_j,$$
$$\langle\eta(t)\eta(t')\rangle=\frac{N\cdot2D}{N^2}\delta(t-t')=2\frac DN\,\delta(t-t').$$

The mean phase diffuses with constant $D/N=6.283\ \mu\text{s}^{-1}$. No small-angle approximation was used.

This alone does not settle the linewidth, because the result also holds at zero coupling. There, independent and uniformly distributed initial phases remove all cross terms from the correlation of $Z$, leaving $C(t)=e^{-D|t|}/N$ and a width of 8 MHz. The mean phase controls the signal only if the relative phases stay small.

### The relative phases

Take equal coupling between all pairs, $K_{jk}=K/N$, and define $\theta_j=\phi_j-\Phi$. For small differences the sine may be replaced by its argument:

$$\frac KN\sum_k(\phi_k-\phi_j)=K(\Phi-\phi_j)=-K\theta_j.$$

Subtracting the equation for $\Phi$ gives

$$\dot\theta_j=-K\theta_j+\zeta_j,\qquad \zeta_j=\xi_j-\eta.$$

Thus $\kappa=K$ here. Since $\xi_j$ and $\eta$ have cross-correlation strength $2D/N$, the strength for $\zeta_j$ and $\zeta_k$ is

$$2D\left(\delta_{jk}-\frac1N-\frac1N+\frac1N\right)=2D\left(\delta_{jk}-\frac1N\right).$$

The strength for $\zeta_j$ and $\eta$ is $2D/N-2D/N=0$. The noises are Gaussian, so zero correlation implies independence: the relative phases and the mean phase are driven independently.

The stationary solution is $\theta_j(t)=\int_{-\infty}^t e^{-K(t-s)}\zeta_j(s)\,ds$. For $t\ge0$ the noises common to times $0$ and $t$ are those with $s<0$, so

$$\langle\theta_j(0)\theta_k(t)\rangle=2D\left(\delta_{jk}-\frac1N\right)e^{-Kt}\int_{-\infty}^0e^{2Ks}ds=c_{jk}e^{-Kt},$$
$$c_{jk}=\frac DK\left(\delta_{jk}-\frac1N\right).$$

Each relative phase has variance $\sigma^2=c_{jj}=(1-1/N)D/K=0.75/20=0.0375\ \text{rad}^2$.

### The summed signal

With the carrier removed, the correlation of $Z$ is the average over $j,k$ of $\langle e^{i[\phi_k(t)-\phi_j(0)]}\rangle$. The exponent splits into the change of $\Phi$, with variance $2Dt/N$, and the independent part $\theta_k(t)-\theta_j(0)$, with variance $2\sigma^2-2c_{jk}e^{-Kt}$. The Gaussian average gives

$$C(t)=e^{-Dt/N}\,e^{-\sigma^2}\,\frac1{N^2}\sum_{jk}\exp\left(c_{jk}e^{-Kt}\right).$$

Now expand the last exponential. The constant terms sum to $N^2$. The linear terms cancel, since $\sum_{jk}c_{jk}=(D/K)(N-N^2/N)=0$. For the quadratic terms, the $N$ diagonal and $N(N-1)$ off-diagonal elements give

$$\sum_{jk}c_{jk}^2=\frac{D^2}{K^2}\left[\frac{(N-1)^2}{N}+\frac{N-1}{N}\right]=(N-1)\frac{D^2}{K^2}.$$

To this order,

$$C(t)\simeq e^{-\sigma^2}\left[e^{-Dt/N}+\frac{N-1}{2N^2}\frac{D^2}{K^2}\,e^{-(D/N+2K)t}\right].$$

The first term is a Lorentzian of width

$$\boxed{\frac{D}{N\pi}=\frac{8\ \text{MHz}}4=2\ \text{MHz}.}$$

The second is a pedestal about $2K/\pi=4\times80=320$ MHz wide, with relative weight $(3/32)/400=2.3\times10^{-4}$. Relative motion therefore lowers the power of the narrow line and adds a faint background; at this order it does not broaden the line.

## How strong is strong?

The linear theory cannot describe a phase that slips by a full turn. For this the sine must be kept. In the frame rotating at $\omega_0$ the equal coupling force is $F_j=-\partial U/\partial\phi_j$, with

$$U=-\frac KN\sum_{j<k}\cos(\phi_k-\phi_j)=-\frac{KN}{2}|Z|^2+\frac K2.$$

The second form follows from $N^2|Z|^2=N+2\sum_{j<k}\cos(\phi_k-\phi_j)$. The stationary probability density has zero current, $F_jP-D\,\partial_jP=0$, hence $P\propto e^{-U/D}$.

The average of a function of the phases evolves under $L=\sum_j(F_j\partial_j+D\partial_j^2)$. On a Fourier mode $E_{\mathbf n}=e^{i\mathbf n\cdot\boldsymbol\phi}$, writing the sine as exponentials gives

$$LE_{\mathbf n}=-D|\mathbf n|^2E_{\mathbf n}+\frac K{2N}\sum_{j\ne k}n_j\left(E_{\mathbf n+\mathbf u_k-\mathbf u_j}-E_{\mathbf n-\mathbf u_k+\mathbf u_j}\right),$$

where $\mathbf u_j$ is the unit vector for phase $j$. Since $C(t)=\langle Z^*e^{Lt}Z\rangle$, integration over time gives $S(f)=2\,\mathrm{Re}\langle Z^*(2\pi if-L)^{-1}Z\rangle$. Solving this linear system in a finite set of modes yields the spectrum without assuming small phase differences:

| $K/D$ | Width (MHz) | $\langle\lvert Z\rvert^2\rangle$ |
|---:|---:|---:|
| 0 | 8.00 | 0.250 |
| 1 | 5.36 | 0.368 |
| 2 | 3.58 | 0.522 |
| 5 | 2.06 | 0.823 |
| 10 | 2.00 | 0.920 |
| 20 | 2.00 | 0.961 |

At $K/D=20$ the mode indices ran up to 16 in magnitude; reducing this limit to 13 changed the width by less than 0.001 MHz.

The rapid approach to 2 MHz fits the energy barrier against slips. Because $F_j=K\,\mathrm{Im}(Ze^{-i\phi_j})$, a stationary point has either $Z=0$ or every phase parallel or opposite to $Z$. The lowest one above the locked state has one phase opposite to the other three, with $|Z|=1/2$. The barrier is

$$\Delta U=\frac{KN}{2}\left(1-\frac14\right)=\frac{3K}{2}.$$

For weak noise, the rate of slips is governed by $e^{-\Delta U/D}$. This factor is about $6\times10^{-4}$ at $K/D=5$ and $10^{-13}$ at $K/D=20$. Slips are a likely source of the remaining 3% excess width at $K/D=5$, though the calculation does not separate them from other nonlinear effects.

## Comparing the estimate with the solution

The scaling estimate gives the correct width, including the numerical factor, because the average of independent kicks is also the diffusion law of the mean phase. It rightly identifies $D/\kappa$ as the small parameter. Its value, 0.05, exceeds the calculated variance 0.0375 by a third, since it ignores the part of the noise shared with the mean phase.

What the estimate does not show is how differently width and power respond to imperfect locking. At $K/D=10$ the width agrees with 2 MHz to the digits shown, while the power factor $\langle|Z|^2\rangle$ is still 8% below one. At $K/D=20$ linear theory predicts a power factor $e^{-0.0375}=0.963$; the nonlinear value is 0.961. With one more digit kept, the total power is then $16\times0.9615=15.38$ times that of one oscillator. The line is also four times narrower, so its peak is $4\times15.38=61.5$ times as high.

The pedestal can be measured by how far the peak falls below that of a single 2 MHz Lorentzian with the same total power. This gives a fraction $2.8\times10^{-4}$; the leading formula is 16% below that value.

## When the coupling is not reciprocal

### Unequal influence

For a general linear network write $\dot{\boldsymbol\phi}=J\boldsymbol\phi+\boldsymbol\xi$ in the rotating frame. The rows of $J$ sum to zero, because a common phase shift produces no force. Suppose that all phase differences decay. Then there is one vector $\mathbf w$ with $\mathbf w^TJ=0$ and $\sum_jw_j=1$. The combination $\mathbf w^T\boldsymbol\phi$ feels only noise, and at late times every phase follows it. Its diffusion constant is

$$D_{\rm c}=D\sum_jw_j^2\ge\frac DN.$$

The inequality follows from $1=(\sum_jw_j)^2\le N\sum_jw_j^2$, with equality for $w_j=1/N$. Thus 2 MHz is the smallest width this linear model allows with independent, equal noises.

If one master drives three followers that do not act back, $\mathbf w=(1,0,0,0)$ and the width stays at 8 MHz: locking copies the master's noise. In a one-way ring with equal links, the columns of $J$ also sum to zero, so $w_j=1/4$ and the width is 2 MHz. Reciprocity is therefore sufficient but not necessary; what matters here is balanced influence. Direct propagation of the phase covariances gave 8.000 and 2.000 MHz for these two networks.

### Delayed response

Let the equal coupling contain a lag $\alpha$, so that its force is $\frac KN\sum_{k\ne j}\sin(\phi_k-\phi_j-\alpha)$. The restoring rate becomes $\kappa=K\cos\alpha$. The two forces of a pair with phase difference $\psi$ now add to

$$\sin(\psi-\alpha)+\sin(-\psi-\alpha)=-2\sin\alpha\cos\psi,$$

which no longer vanishes. Expanding the cosine and using $\sum_{j<k}(\theta_j-\theta_k)^2=N\sum_j\theta_j^2$, which holds because $\sum_j\theta_j=0$, gives a fluctuating part of $\dot\Phi$ equal to

$$\frac{K\sin\alpha}{N}\,Q,\qquad Q=\sum_j\theta_j^2.$$

For Gaussian $\theta_j$, the covariance of $Q$ is $2\sum_{jk}c_{jk}^2e^{-2\kappa t}=2(N-1)(D/\kappa)^2e^{-2\kappa t}$, with $K$ replaced by $\kappa$ in $c_{jk}$. This noise is short-lived compared with the collective coherence time. It adds a diffusion constant equal to the time integral of its covariance:

$$\left(\frac{\kappa\tan\alpha}{N}\right)^2\frac{2(N-1)D^2}{\kappa^2}\,\frac1{2\kappa}=\frac{N-1}{N^2}\tan^2\!\alpha\,\frac{D^2}{\kappa}.$$

Relative to $D/N$, the leading broadening is $\frac{N-1}{N}\tan^2\!\alpha\,D/\kappa$. At $\tan\alpha=0.5$ and fixed $\kappa/D=20$ this is $0.75\times0.25/20=0.94\%$. The nonlinear calculation gives 1.15%, or 2.02 MHz. At $\tan\alpha=1$ it gives 2.10 MHz, a broadening of 5%, against 3.75% from the formula.

## Real spin-torque oscillators

The parameters are round values for nanocontact devices. A carrier of 10 GHz and a linewidth of several megahertz are, roughly, within their usual range, but linewidths vary widely with bias and design. A relaxation rate of 80 MHz represents strong mutual coupling and should not be assumed for an arbitrary array. One assumption at risk is independence: the oscillators may share a noisy current supply or field. If each pair of noises has correlation $c$, the mean of the noises gives

$$\frac{D_{\rm c}}D=\frac{N+N(N-1)c}{N^2}=\frac{1+(N-1)c}{N}.$$

For $c=0.05$ the width is $8\times1.15/4=2.3$ MHz. Added oscillators cannot average away the common part.

The noise may also be slow instead of white. If each oscillator's frequency wanders little during a coherence time, its line has the shape of the frequency distribution. Locking averages the four frequencies, and independent Gaussian variations then narrow by $\sqrt4$, not by 4. A width of 8 MHz caused wholly by such noise would become 4 MHz.

Fixed frequency differences are less harmful when there is no lag. Offsets of $-15,-5,5$ and $15$ MHz shift the locked phases, but the linearized coupling $K_{jk}\cos(\phi_k-\phi_j)$ remains symmetric. The width stays at 2.00 MHz, while the phase offsets alone reduce the power factor to 0.980. With $\tan\alpha=0.5$ the influences become unequal, and the linearized width is 2.04 MHz at the same $K\cos\alpha$; the three relaxation rates then spread between about $18D$ and $21D$. The phase fluctuations described above add to this and bring the width to roughly 2.1 MHz.

Amplitude motion can itself produce a lag. Let $r_j$ be the relative amplitude deviation, relaxing at rate $\Gamma$ and shifting the frequency by $\nu\Gamma r_j$. If the coupling pulls the complex amplitudes together, a fast amplitude follows $r_j\simeq\frac{K}{N\Gamma}\sum_k(\cos\psi_{jk}-1)$, where $\psi_{jk}=\phi_k-\phi_j$. The phase force becomes

$$\frac KN\sum_k\left[\sin\psi_{jk}+\nu(\cos\psi_{jk}-1)\right],$$

which corresponds to $|\tan\alpha|=|\nu|$ and $\kappa=K$. For $\nu=2$ the leading formula gives $0.75\times4/20=15\%$, or about 2.3 MHz, but it is far too low at so large a lag. Solving the lagged phase equations without expansion gives about 2.8 MHz, a broadening of roughly 40%. That value belongs to the limit of a very fast amplitude. At $\Gamma/2\pi=500$ MHz the amplitude relaxes about six times faster than the phase differences, but only about three times faster than their squares, which cause the broadening. A simulation that keeps the amplitude as a variable, with equally strong white noise along the amplitude and phase directions and the same free linewidth, then gives about 2.3 MHz. The fast-amplitude limit thus overstates the broadening roughly threefold in this example. The value $\nu=2$ is a mild case: spin-torque oscillators often have larger $|\nu|$, and the broadening grows as $\nu^2$. For $\nu=10$ the leading formula already gives $0.75\times100/20=375\%$, or about 9.5 MHz. In the same amplitude model with $\nu=10$, the long-time decay of the correlation corresponds to roughly 3.4 MHz at $\Gamma/2\pi=100$ MHz, and to a line wider than the free 8 MHz at $\Gamma/2\pi=500$ MHz. In the fast-amplitude limit the fourfold narrowing requires $\nu^2D/\kappa\ll1$, not merely $D/\kappa\ll1$.

Temperature changes the starting point. If $D$ is proportional to absolute temperature, heating by 30 K from 300 K raises the collective width to 2.2 MHz; the free width rises by the same 10%, so the fourfold reduction remains. The remaining values are in the numerical output.

## Numbers as computed

```
Number of oscillators: 4
Free linewidth: 8.000 MHz
Phase diffusion constant D: 25.1327 1/us
Mean-phase diffusion D/N: 6.2832 1/us
Carrier frequency (rough): 10.0 GHz
Relative-phase relaxation/2pi: 80.0 MHz
Relative-phase relaxation kappa: 502.65 1/us
Ratio kappa/D: 20.000
Full nonlinear spectrum, no coupling lag:
  K/D   0.0: width 8.0000 MHz, |Z|^2 0.2500
  K/D   1.0: width 5.3559 MHz, |Z|^2 0.3680
  K/D   2.0: width 3.5792 MHz, |Z|^2 0.5222
  K/D   5.0: width 2.0621 MHz, |Z|^2 0.8225
  K/D  10.0: width 2.0001 MHz, |Z|^2 0.9203
  K/D  20.0: width 2.0000 MHz, |Z|^2 0.9615
Locked collective linewidth: 2.00001 MHz
Locked collective linewidth: 2000.01 kHz
Relative-phase variance (linear): 0.03750 rad^2
Power factor, linear theory: 0.96319
Power factor, full theory: 0.96147
Total power / one oscillator: 15.383
Peak spectrum / one oscillator: 61.517
Pedestal fraction, full theory: 2.779e-04
Pedestal fraction, leading formula: 2.344e-04
Linear reciprocal ring width: 2.0000 MHz
Linear one-way ring width: 2.0000 MHz
Linear master-followers width: 8.0000 MHz
Sizes of neglected effects:
  Common-noise correlation: 0.050
  Width with common noise: 2.3000 MHz
  Width, tan(lag)=0.5: 2.0230 MHz
  Lag broadening, full: 1.149 %
  Lag broadening, formula: 0.938 %
  Width, tan(lag)=1: 2.1038 MHz
  Largest detuning: 15.0 MHz
  Detuned width, no lag: 2.0000 MHz
  Detuned noiseless power factor: 0.9800
  Detuned width, tan(lag)=0.5: 2.0440 MHz
  Amplitude relaxation/2pi: 500.0 MHz
  Amplitude-to-phase factor nu: 2.0
  Linear amplitude-phase width: 2.0000 MHz
  One width with noise memory: 7.9995 MHz
  Four-locked width with memory: 2.0000 MHz
  Heating: 30.0 K at 300.0 K
  Width if D scales with temperature: 2.2000 MHz
```
